Emission exponent of a small evaporation source from one thickness ratio

PROBLEM

A small, flat evaporation source faces a flat substrate parallel to it. The perpendicular distance from source to substrate is h. The source emits a mass per unit solid angle proportional to cosⁿθ, where θ is the angle from the common normal. After a deposition, the film at a distance r = h/2 from the axis is half as thick as the film on the axis. Find n.

Then apply the result to a copper film with h = 300 mm and a central thickness of 200 nm. Find the thickness at 50 and 100 mm from the axis, the mass evaporated, and the accuracy with which such a measurement fixes n.

Assume that the source is much smaller than h, that atoms travel in straight lines once they have left the source region, and that the sticking probability and the film density are the same everywhere on the substrate.

HINTS

Hint 1. The exponent n describes mass per unit solid angle. Film thickness describes mass per unit substrate area. Before using the measured ratio, convert one into the other.

Hint 2. Two things change as the receiving point moves off the axis, besides the emission itself: the distance to the source grows, and the substrate is struck obliquely. Express both through cos θ.

Hint 3. Form the ratio of the thickness at r to the thickness on the axis. The evaporated mass, the density and the sticking probability cancel, and a logarithm isolates n.

Hint 4. For the accuracy, differentiate the expression for n with respect to the logarithm of each measured quantity. This gives the change in n per relative error.

SOLUTION

1. Normalising the emission

Let m be the total mass emitted into the half-space in front of the source. Write the emission as

dm/dΩ = C cosⁿθ.

The constant C follows from requiring that the emission add up to m. With dΩ = 2π sin θ dθ for a ring of directions,

m = 2πC ∫₀^(π/2) cosⁿθ sin θ dθ.

Substitute u = cos θ, so that du = −sin θ dθ. The limits 0 and π/2 become 1 and 0, and the minus sign reverses them:

m = 2πC ∫₀¹ uⁿ du = 2πC/(n + 1).

Hence

dm/dΩ = m (n + 1) cosⁿθ/(2π).

The case n = 1 is the ordinary cosine source, which describes collisionless effusion from a small flat opening. The case n = 0 is equal emission in all forward directions. A larger n means a narrower plume.

2. From solid angle to substrate area

Take a small substrate area dA at radius r. Its distance from the source is R, and since h is the side of the right triangle adjacent to θ,

R = h/cos θ.

The substrate normal is parallel to the source normal, so the arriving ray also makes the angle θ with the substrate normal. Seen from the source, dA has the projected area dA cos θ. It therefore subtends

dΩ = dA cos θ/R² = dA cos³θ/h².

Of the three cosines, two come from the greater distance and one from oblique arrival.

3. The thickness profile

With unit sticking, the mass landing on dA is (dm/dΩ) dΩ. Dividing it by dA gives mass per area, and dividing by the film density ρ gives thickness:

t(r) = m (n + 1) cosⁿ⁺³θ/(2πρh²).

From the same triangle,

cos θ = h/√(h² + r²) = [1 + (r/h)²]^(−1/2).

Therefore

t(r) = t₀ [1 + (r/h)²]^(−(n+3)/2), with t₀ = m (n + 1)/(2πρh²).

The exponent of cos θ in the thickness profile is thus n + 3, while that of the emission is n. A quoted exponent has a meaning once it is said which of the two is intended.

The prefactor can be checked by adding up the film over an infinite plane. With s = (r/h)², we have 2πr dr = πh² ds, and

ρ ∫₀^∞ t(r) 2πr dr = [m (n + 1)/2] ∫₀^∞ (1 + s)^(−(n+3)/2) ds.

The last integral equals 2/(n + 1), so the result is m. All the emitted mass is accounted for.

4. Solving for n

Let x = r/h and let q = t(r)/t₀ be the measured ratio. Then

q = (1 + x²)^(−(n+3)/2).

Take the natural logarithm:

ln q = −[(n + 3)/2] ln(1 + x²).

Multiply by −2, divide by ln(1 + x²), and subtract 3:

n = −2 ln q/ln(1 + x²) − 3.

For x > 0 the base 1 + x² exceeds one, so q falls steadily as n rises. A given q therefore belongs to one value of n.

Now insert q = 1/2 and x = 1/2. Since −ln(1/2) = ln 2 and 1 + x² = 5/4,

n = 2 ln 2/ln(5/4) − 3 = 2 × 0.69315/0.22314 − 3 = 6.213 − 3 = 3.21.

The emission exponent is about 3.2.

5. Reading the result

This source is more strongly directed than a cosine source. For n = 1 the ratio at the same point would be

q = (5/4)^(−2) = 0.64,

so the film would have lost 36 % of its central thickness there instead of 50 %.

Leaving out the cosine for oblique arrival would replace n + 3 by n + 2. The same measurement would then give n = 4.21, too large by one. That version would be right for small receivers each turned to face the source at the same positions in the plane, but not for a flat substrate.

A small-angle approximation is also too coarse here. For x² much less than one, ln(1 + x²) ≈ x², and the profile becomes a Gaussian,

t(r) ≈ t₀ exp[−(n + 3)r²/(2h²)],

provided that (n + 3)x⁴ is also small. At x = 1/2 this would give n ≈ 8 ln 2 − 3 ≈ 2.5. The error arises because x² = 0.25 is larger than ln(1.25) = 0.223, and the subtraction of 3 magnifies the relative error in what remains.

There is also a limit to the data that the model can accept. Equal emission in all forward directions, n = 0, gives q = (4/5)^(3/2) at r = h/2. A measured ratio above this would require a negative n, with more emission per solid angle at the side than straight ahead. One would then first question the geometry or the assumption of a small source.

6. The copper film

The central thickness is 200 nm. At r = 50 mm, r/h = 1/6, and

t = 200 nm × (1 + 1/36)^(−3.106) = 184 nm.

At r = 100 mm, r/h = 1/3, and

t = 200 nm × (1 + 1/9)^(−3.106) = 144 nm.

At r = 150 mm the thickness is 100 nm, as given. A cosine source with the same central thickness would leave 189, 162 and 128 nm at these three radii.

The value at 100 mm is useful for more than planning. One ratio can always be matched by adjusting one exponent, within the range just discussed, so the half-thickness point cannot show whether the cosⁿθ form is right. A second measurement at 100 mm gives a partial test: a result clearly different from 144 nm would mean that the form or one of the model's assumptions is wrong. The test is almost blind to an error in h. With the half-thickness point at 150 mm, a true distance of 290 or 310 mm gives 144.0 or 144.3 nm at 100 mm, although the true exponent is then 2.85 or 3.59. Agreement within a few nanometres would not prove the form, since other plume shapes can come that close.

For the evaporated mass, solve the expression for t₀:

m = 2πρh²t₀/(n + 1).

Take ρ = 8.9 g/cm³, a rough value for dense copper. In centimetres, h = 30 and t₀ = 2.00 × 10⁻⁵, so

m = 2π × 8.9 × 900 × 2.00 × 10⁻⁵/4.213 g = 0.24 g.

This mass rests on the cosⁿθ law holding at all angles, because more than half of the vapour leaves at angles beyond the half-thickness point. For example, an emission proportional to 0.49 cos θ + 0.51 cos⁶θ has the same half-thickness point and gives 143 nm at 100 mm, but it needs 0.32 g.

Both masses are for unit sticking. If a uniform fraction S of the arriving atoms sticks, the mass needed is larger by the factor 1/S, while n is unchanged because S cancels from q.

The fraction of the vapour that reaches the disc inside radius r is the integral of the normalised emission up to the corresponding angle:

F = (n + 1) ∫₀^θ cosⁿθ′ sin θ′ dθ′ = 1 − cosⁿ⁺¹θ.

At r = h/2, cos²θ = 4/5, and F = 1 − (4/5)^(2.106) = 0.375. For a cosine source the same disc would receive 1 − 4/5 = 0.20 of the vapour. The directed plume wastes less material outside the disc, but it covers the disc less evenly.

7. How well is n known?

Write L = ln(1 + x²), so that n + 3 = −2 ln q/L. With the geometry held fixed,

dn/d(ln q) = −2/L = −2/0.22314 = −8.96.

A ratio read 1 % too high, relative to its true value, therefore lowers n by 0.09. For a 2 % error the full formula gives n = 3.04 if q is read as 0.51, and n = 3.39 if it is read as 0.49.

Next, hold q and r fixed and vary h. Because x² = r²/h², a small relative increase in h changes x² by −2x² times that increase. Thus

dL/d(ln h) = −2x²/(1 + x²).

Since n + 3 is inversely proportional to L,

dn/d(ln h) = −[(n + 3)/L] dL/d(ln h) = (n + 3) 2x²/[(1 + x²)L].

At x = 1/2 the factor 2x²/(1 + x²) is 0.4, and the derivative is 6.213 × 0.4/0.22314 = 11.1. Overestimating h by 1 % raises the inferred n by 0.11.

This matters because the surface of a melt sinks as material is used. Evaporating 0.24 g lowers a straight-sided melt of 5 mm radius by less than half a millimetre, but the drop adds up over many depositions if the melt is not refilled. Suppose that the plume really has n = 3.21, but the melt lies 310 mm from the substrate while 300 mm is used in the analysis. The measured ratio then obeys

ln q = −(6.213/2) ln[1 + (150/310)²].

Inserting this q into the formula for n with x = 150/300 gives

n = 6.213 × ln[1 + (150/310)²]/ln(5/4) − 3 = 2.86.

This 10 mm error in the melt position lowers n by about 0.35. Fixing n to within 0.05 would require h to be known to about 0.45 %, or 1.3 mm here, even with a perfect thickness ratio and an exact r. Because only the quotient r/h enters, a small relative error in r shifts n by the same amount in the opposite direction. For r = 150 mm, 0.45 % is only 0.7 mm, so the position of the test point needs even more care.

8. Comparison with a real evaporator

The example lies in the regime of laboratory electron-beam evaporation of copper. The following values are rough but typical: a molten pool of 5 mm radius at 1700 K, a central deposition rate of 1 nm/s, and a background gas at 1 × 10⁻⁵ Torr and 300 K. For collisions take a cross-section σ = 0.5 nm², which is an order-of-magnitude choice. The half-thickness at h/2 is the premise of the exercise, not a measured property of copper.

The finite width of the pool matters little. Averaging the point-source expression over a uniformly emitting disc of 5 mm radius, by numerical integration, changes the inferred n by −0.003.

Background gas matters more, though its effect is still small. Its number density is N = p/(k_B T), and for gas molecules treated as stationary the mean free path is 1/(Nσ) = 6.2 m. The path to r = h/2 exceeds the axial path by

h(√1.25 − 1) = 35.4 mm.

If every scattered atom is counted as lost, q is multiplied by exp(−0.0354/6.2). The inferred n rises by 0.05. Some scattered atoms would still reach the substrate, which reduces the effect, while the thermal motion of the gas makes collisions more frequent, especially if the gas is light. With the gas motion included and the same σ, the shift is about 0.06 for nitrogen and about 0.13 for hydrogen. The shift is therefore only a rough estimate. The same loss model removes a fraction 1 − exp(−0.3/6.2), about 5 %, of the atoms on the axis, so the evaporated mass would be higher than 0.24 g by about that much.

The derivation above needs straight paths only beyond the source region. The cosine law n = 1 needs more, namely collisionless flow right at the pool, and this is doubtful here. Depositing 200 nm at 1 nm/s takes 200 s, during which 0.24 g evaporates. Dividing the mass rate by the atomic mass, 63.5 u, and by the pool area gives a flux J = 1.4 × 10¹⁹ atoms per cm² per second. The mean thermal speed of copper atoms at 1700 K is

v = √[8k_B T/(πM)] = 753 m/s,

where M is the mass of one atom. An equilibrium vapour that supplies the flux J through a plane has density 4J/v = 7.7 × 10¹⁴ cm⁻³. The mean free path in it is

λ = 1/(√2 σ × 4J/v) = 1.8 mm.

If only the outgoing half of the atoms were present, the density would be halved and the path roughly doubled, to about 4 mm. Both values are shorter than the 10 mm pool diameter. Following atoms through the collisionless vapour above the pool suggests that about half of them collide at least once before the plume has thinned out. These numbers depend on the rough cross-section, since both paths scale as 1/σ. For σ = 0.2 nm² the paths are about 4.6 and 10 mm and roughly a quarter of the atoms collide, which is fewer but still not negligible. Such collisions may also place the effective origin of the plume above the melt. If it lay 5 mm higher while h = 300 mm was used in the analysis, a true n of 3.21 would be read as 3.40.

The cosine law for collisionless effusion therefore cannot be taken for granted at this rate, and n should be treated as a fitted description of the plume under the given conditions. That these collisions cause the narrowing to n = 3.2 is a plausible conjecture, but the estimate does not show it. Since the density above the pool depends on the evaporation rate, an exponent fitted at one rate should be measured again before it is used at a very different one.

VARIATION 1: WHERE IS THE FILM HALF AS THICK?

Now n is known and the half-thickness radius is sought. Set q = 1/2 in the profile:

[1 + (r/h)²]^(−(n+3)/2) = 1/2.

Raise both sides to the power −2/(n + 3):

1 + (r/h)² = 2^(2/(n+3)).

Hence

r/h = √[2^(2/(n+3)) − 1].

For a cosine source, n + 3 = 4, and

r/h = √(√2 − 1) = 0.644.

With h = 300 mm this is 193 mm, compared with 150 mm for the source in the main problem.

For a narrow plume, n + 3 is large, and 2^(2/(n+3)) = exp[2 ln 2/(n + 3)] ≈ 1 + 2 ln 2/(n + 3). The half-thickness radius becomes

r/h ≈ √[2 ln 2/(n + 3)].

It shrinks as the inverse square root of n + 3, so halving the width of an already narrow plume requires about four times the value of n + 3.

VARIATION 2: THE EMITTING SPOT IS OFF THE AXIS

The electron beam has drifted, and the emitting spot lies a distance s = 5 mm from the assumed axis, towards the test point at r = 150 mm. The plume still has n = 3.21 and h is still 300 mm. What exponent is inferred if the drift is ignored?

The test point is now r − s = 145 mm from the true axis, and the supposed centre is s = 5 mm from it. The measured ratio is the quotient of two values of the profile:

q = {[1 + (r − s)²/h²]/[1 + s²/h²]}^(−(n+3)/2).

Inserting this in the formula for n with x = 1/2 gives an apparent exponent

n_app = (n + 3) {ln[1 + (r − s)²/h²] − ln[1 + s²/h²]}/ln(5/4) − 3.

For s = 5 mm the result is 2.84. On the opposite side of the substrate the spot has moved away from the test point, so s is replaced by −s, and the result is 3.58. A drift of 5 mm thus changes a one-sided measurement by almost 0.4 in either direction.

The mean of the two values is 3.21. To see why, expand the difference of logarithms in ε = s/h. With x = r/h,

ln[1 + (x − ε)²] − ln(1 + ε²) ≈ ln(1 + x²) − 2xε/(1 + x²) + [(1 − x²)/(1 + x²)² − 1]ε².

The linear term changes sign with ε and cancels in the mean. At x = 1/2 the bracket multiplying ε² is 0.48 − 1 = −0.52. With ε = 1/60, the remaining change in the mean exponent is

6.213 × (−0.52/3600)/0.22314 ≈ −0.004.

Measuring at equal distances on both sides, along the line of the drift, therefore removes nearly all of this error. It does not remove an error in h, which has the same sign on both sides.

Numbers in the example were calculated in double precision.
